\section*{Inverting a Prandtl-Ishlinskii play model: transformed thresholds, weights and memory}

\section{Result and conventions}

A Prandtl-Ishlinskii model represents a hysteretic response, such as polarization $y=P$ against field $x=E$, as a weighted sum of play operators:
\begin{equation}
y=\sum_{j=0}^{n} w_jp_j,\qquad p_j=P_{r_j}[x],\qquad 0=r_0<r_1<\dots<r_n .
\label{model}
\end{equation}
On a monotone piece of the continuous input, a play with threshold $r$ is updated by
\begin{equation}
p_{\rm new}=\max\{x-r,\min\{x+r,p_{\rm old}\}\}.
\label{play}
\end{equation}
It follows the input at distance $r$ and rests while a reversed input crosses the gap of width $2r$. For $r_0=0$ this gives $p_0=x$. Inputs are piecewise monotone, with finitely many reversals in a finite time. Define
\begin{equation}
W_j=\sum_{i=0}^{j}w_i .
\end{equation}
If all $W_j$ are positive, the inverse is another play model:
\begin{align}
x&=\sum_{j=0}^{n}v_jP_{s_j}[y],\label{inverse}\\
s_j&=\sum_{k=1}^{j}W_{k-1}(r_k-r_{k-1})
=\sum_{i=0}^{j-1}w_i(r_j-r_i),\label{thresholds}\\
v_0&=\frac1{W_0},\qquad
v_j=\frac1{W_j}-\frac1{W_{j-1}}
=-\frac{w_j}{W_jW_{j-1}}\quad(j\ge1).\label{weights}
\end{align}
The two forms of $s_j$ agree because $w_i$ enters $W_{k-1}$ for every $k>i$, and the corresponding gaps add to $r_j-r_i$. Individual weights may be negative; the condition concerns their partial sums.

The memory must be transformed too. An admissible memory satisfies
\begin{equation}
|p_{k-1}-p_k|\le r_k-r_{k-1},\qquad k=1,\dots,n,
\label{admissible}
\end{equation}
and the inverse starts from
\begin{equation}
q_j=W_jp_j+\sum_{i=j+1}^{n}w_ip_i .
\label{memory}
\end{equation}

\section{First derivation: following the memory}

\subsection{Which plays move}

Consider a rising piece of input. Since $p_{\rm old}$ starts no higher than $x+r$, the update \eqref{play} reduces to $p_k=\max\{x-r_k,p_{k,\rm old}\}$. For neighbouring plays, both arguments of the maximum differ by at most $r_k-r_{k-1}$. Their maxima therefore differ by no more than this, so \eqref{admissible} is preserved.

Suppose play $m$ is on its upper boundary, $p_m=x-r_m$. For $k<m$, adding the inequalities \eqref{admissible} gives
\begin{equation}
p_k\le p_m+r_m-r_k=x-r_k .
\end{equation}
The play rule also gives $p_k\ge x-r_k$, so $p_k=x-r_k$. The plays that move are thus $0,1,\dots,m$ for some $m$. They move with the input and the others rest:
\begin{equation}
dp_k=dx\ (k\le m),\qquad dp_k=0\ (k>m),\qquad dy=W_m\,dx .
\label{slope}
\end{equation}
Because $W_m>0$, input and output rise together. Falling pieces follow by changing the signs of $x$ and all $p_k$.

\subsection{The combinations that are plays of the output}

Let $q_j$ be defined by \eqref{memory} at every time. The terms with $i>j$ cancel in
\begin{align}
y-q_j&=\sum_{i=0}^{j}w_i(p_i-p_j)
=\sum_{i=0}^{j}w_i\sum_{k=i+1}^{j}(p_{k-1}-p_k)\nonumber\\
&=\sum_{k=1}^{j}W_{k-1}(p_{k-1}-p_k).
\label{gap}
\end{align}
The last step exchanges the sums: for fixed $k$, the indices $i=0,\dots,k-1$ contribute $W_{k-1}$. Positivity of the partial sums and \eqref{admissible} now give $|y-q_j|\le s_j$.

On a rising piece there are two cases. If $j>m$, every play in $q_j$ rests, so $dq_j=0$. If $j\le m$,
\begin{equation}
dq_j=\left(W_j+\sum_{i=j+1}^{m}w_i\right)dx=W_m\,dx=dy .
\end{equation}
In this case plays $0,\dots,j$ are on their upper boundaries, so $p_{k-1}-p_k=r_k-r_{k-1}$ for $k\le j$, and \eqref{gap} becomes $y-q_j=s_j$.

Hence $q_j$ never falls during the rise, never lies below $y-s_j$, and moves only at $q_j=y-s_j$. These properties fix it. If it has not moved, it equals its old value. If it has, let $\tau$ be the last instant of motion up to time $t$. Then
\begin{equation}
q_j(t)=q_j(\tau)=y(\tau)-s_j\le y(t)-s_j ,
\end{equation}
and the lower bound turns the inequality into an equality. Therefore $q_j=\max\{y-s_j,q_{j,\rm old}\}$, which is the play update. With the mirrored argument for falling pieces,
\begin{equation}
q_j=P_{s_j}[y].
\label{playidentity}
\end{equation}

\subsection{Recovering the input}

Subtract neighbouring combinations:
\begin{align}
q_j-q_{j+1}
&=W_jp_j+w_{j+1}p_{j+1}-W_{j+1}p_{j+1}\nonumber\\
&=W_j(p_j-p_{j+1}),\qquad q_n=W_np_n .
\label{differences}
\end{align}
Dividing by $W_j$ and summing the differences gives
\begin{align}
x=p_0&=\sum_{j=0}^{n-1}\frac{q_j-q_{j+1}}{W_j}+\frac{q_n}{W_n}\nonumber\\
&=\frac{q_0}{W_0}+\sum_{j=1}^{n}\left(\frac1{W_j}-\frac1{W_{j-1}}\right)q_j .
\end{align}
Since $q_0=y$, this is \eqref{inverse} with the weights \eqref{weights}.

The new partial sums are $V_j=\sum_{i\le j}v_i=1/W_j>0$, and the $s_j$ increase. By \eqref{differences}, the new memory is admissible for the new thresholds. The inverse therefore belongs to the same invertible class. Transforming again gives
\begin{equation}
\sum_{k=1}^{j}V_{k-1}(s_k-s_{k-1})=r_j,\qquad
\frac1{V_j}-\frac1{V_{j-1}}=w_j .
\end{equation}
The twice-transformed memory has differences $V_j(q_j-q_{j+1})=p_j-p_{j+1}$ and last value $V_nq_n=p_n$, so it is the original memory. The inverse works in both orders of composition.

If all $W_j$ are negative, apply the result to $-y$. Since plays are odd when input and memory change sign together, \eqref{weights} and \eqref{memory} remain valid and the thresholds become $|s_j|$.

\section{Second derivation: loading curve and reversals}

This route starts from the virgin state $x=p_j=0$, again with all $W_j>0$. It tracks the shapes of branches instead of the combinations $q_j$. For $u\ge0$ define
\begin{equation}
\varphi(u)=\sum_{j=0}^{n}w_j\max\{u-r_j,0\}.
\label{loading}
\end{equation}
Its slope is $W_j$ between $r_j$ and $r_{j+1}$, and $W_n$ beyond $r_n$, so $\varphi$ is strictly increasing.

\subsection{The branch rule}

When the virgin model is loaded to $M_0>0$, plays with $r_j\le M_0$ sit at $M_0-r_j$ and the others at zero. Thus $y=\varphi(M_0)$. Let the input then reverse at successive extrema $M_0,M_1,\dots$ with shrinking excursions
\begin{equation}
D_0=2|M_0|,\qquad D_K=|M_K-M_{K-1}|,\qquad D_0>D_1>\cdots .
\end{equation}
For $K=0$, use $M_{-1}=-M_0$ as a fictitious previous extremum.

Assume that at a maximum $M_K$ every play with $2r\le D_K$ is at $M_K-r$, while every play with $2r>D_K$ has a value within $r$ of both $M_K$ and $M_{K-1}$. This holds at $M_0$. Let the input fall by $d\le D_K$ to $x=M_K-d$.

Plays with $2r\le d$ are carried from $M_K-r$ to $x+r$, a fall of $d-2r$. Plays with $d<2r\le D_K$ rest, because $M_K-r<x+r$. Plays with $2r>D_K$ also rest: $x$ lies between two inputs that are both within $r$ of their value. Every play therefore falls by $\max\{d-2r,0\}$, and
\begin{equation}
y(M_K)-y(x)=\sum_jw_j\max\{d-2r_j,0\}=2\varphi(d/2).
\label{branch}
\end{equation}
If the input reverses at $x$, the assumption holds there with $D_{K+1}=d$: carried plays are on the lower boundary, and resting plays are within $r$ of both ends. Sign reversal covers rising branches, so the induction is complete.

At $d=D_K$ with $K\ge1$, the input returns to $M_{K-1}$. Plays with $2r\le D_K$ are on the same boundary as at the first visit, since $D_{K-1}>D_K$; the others have not moved during the excursion. The whole memory is restored. The pair $M_{K-1},M_K$ can be deleted, and the earlier branch continues. For $K=0$, arrival at $-M_0$ gives the state of direct loading to $-M_0$; then $M_0$ is deleted and loading continues on that side.

\subsection{Exchanging the axes}

The output extrema $Y_K$ satisfy
\begin{equation}
|Y_0|=\varphi(|M_0|),\qquad
|Y_K-Y_{K-1}|=2\varphi(D_K/2).
\end{equation}
Because $\varphi$ is strictly increasing, output excursions shrink whenever input excursions do, output and input reverse together, and a loop closes in $y$ at the instant it closes in $x$. The same extrema are stored and deleted in both histories.

Let $\psi=\varphi^{-1}$. A virgin play model with loading curve $\psi$, driven by $y$, first produces $\psi(|Y_0|)=|M_0|$ and then steps
\begin{equation}
2\psi\left(\frac{|Y_K-Y_{K-1}|}{2}\right)
=2\psi\bigl(\varphi(D_K/2)\bigr)=D_K .
\end{equation}
The same calculation at intermediate points of a branch shows that its output is $x$ throughout. The inverse loading curve has kinks at $s_j=\varphi(r_j)$, which is \eqref{thresholds}, and slopes $1/W_j$. A play model has slope increments as weights, so
\begin{equation}
\psi(u)=\sum_{j=0}^{n}v_j\max\{u-s_j,0\}
\end{equation}
with $v_j$ given by \eqref{weights}. In a measurement described by this model, the inverse can thus be read from the virgin polarization curve by exchanging its axes.

\subsection{A continuous case: the Rayleigh law}

The branch argument treats each play separately, so it also permits a continuous weight density. Take a linear weight $w_0>0$ and constant density $2\alpha>0$. Then
\begin{equation}
\varphi(E)=w_0E+2\alpha\int_0^E(E-r)\,dr=w_0E+\alpha E^2 .
\label{rayleigh}
\end{equation}
For descent from $E_0$, put $\Delta=E_0-E$. The branch rule gives
\begin{align}
P&=w_0E_0+\alpha E_0^2-w_0\Delta-\frac{\alpha\Delta^2}{2}\nonumber\\
&=(w_0+\alpha E_0)E+\frac{\alpha}{2}(E_0^2-E^2),
\end{align}
the descending Rayleigh branch. Solving \eqref{rayleigh} for the positive field and differentiating twice yields
\begin{equation}
\psi(P)=\frac{-w_0+\sqrt{w_0^2+4\alpha P}}{2\alpha},\qquad
\psi''(P)=-\frac{2\alpha}{(w_0^2+4\alpha P)^{3/2}} .
\end{equation}
The inverse has linear weight $\psi'(0)=1/w_0$ and threshold density $\psi''(s)$. A constant positive density becomes a negative density that weakens at larger polarization thresholds.

\section{What each derivation assumes}

Both derivations use rate-independent plays, piecewise monotone inputs and partial sums of one sign. The first accepts any admissible initial memory and supplies its transformation, which a controller needs when it starts on an already polarized sample. As written, it uses a finite number of plays. The second assumes a virgin start, or a state reached from one with its history included. It does not supply \eqref{memory}, but it covers continuous densities and shows why closed minor loops remain closed after inversion.

The sign condition is also necessary if the input range is large enough to engage all plays. Suppose $W_0>0$ and $W_m\le0$ is the first nonpositive partial sum. Sweep downward until every play is on its lower boundary, then rise by $2r_m$, so that play $m$ engages. A further small rise $\delta$ changes the output by $W_m\delta$. Reversing instead by $|W_m|\delta/W_0$ gives the same change, since the first slope after reversal is $W_0$. For $W_m=0$ this means holding the input. Two different inputs thus give the same output history. The case $W_0<0$ follows by changing the sign of $y$. If $W_0=0$, the input can move inside the first gap without any output.

For example, take $w=(1,-1.5)$ and $r_1=1$, starting from rest. Raising the input to 1 and on to 1.80, or raising it to 1 and returning to 0.60, gives the same final output, 0.60. If a device never engages play $m$, this failure does not arise in its operating range.

\section{A ferroelectric drive}

Take an unpoled soft PZT ceramic plate 0.5 mm thick, driven to $E_0=2$ kV/cm. Rough typical values are $w_0=0.15$ and $\alpha=0.04$, in units of $\mu$C/cm$^2$ per kV/cm and per (kV/cm)$^2$. Four plays at the centres of cells of width 0.5 kV/cm each receive the weight $2\alpha(0.5)=0.04$. With $r$ in kV/cm, $W$ in $\mu$C/cm$^2$ per kV/cm, $s$ in $\mu$C/cm$^2$ and $v$ in kV/cm per $\mu$C/cm$^2$,
\[
\begin{array}{c|cccc}
j&r_j&W_j&s_j&v_j\\ \hline
0&0&0.150&0&6.6667\\
1&0.25&0.190&0.0375&-1.4035\\
2&0.75&0.230&0.1325&-0.9153\\
3&1.25&0.270&0.2475&-0.6441\\
4&1.75&0.310&0.3825&-0.4779
\end{array}
\]
For instance, $s_2=0.15(0.25)+0.19(0.50)=0.1325$ and $v_1=-0.04/(0.15\times0.19)=-1.4035$.

The loading curve gives $P_{\max}=0.46$ $\mu$C/cm$^2$ at 2 kV/cm, or 100 V. To descend from there to $P=0.10$, the inverse plays $q_0,\dots,q_4$ become $0.1000,0.1375,0.2325,0.2125,0.0775$. Therefore
\begin{align}
E={}&6.6667(0.1000)-1.4035(0.1375)-0.9153(0.2325)\nonumber\\
&-0.6441(0.2125)-0.4779(0.0775)=0.087\ {\rm kV/cm},
\end{align}
or 4.35 V. The second derivation gives the same field: half the polarization drop is 0.18, $\psi(0.18)=0.75+0.0475/0.23=0.9565$, and $2-2(0.9565)=0.087$. Raising $P$ to 0.30 requires 1.245 kV/cm, and returning to 0.10 again requires 0.087 kV/cm, as loop closure demands.

A linear drive $E=PE_0/P_{\max}$ has a largest polarization error of 0.080 $\mu$C/cm$^2$ over this sequence, 17\% of $P_{\max}$. The inverse drive removes the error to rounding when the plant is the same four-play model. On a plant with 400 plays, close to the continuous Rayleigh law, its largest error is 0.005 $\mu$C/cm$^2$, about 1\% of $P_{\max}$. The size follows from the cells: each segment of the four-play loading curve is tangent to the Rayleigh curve at a cell edge, so the two differ by at most $\alpha(0.25)^2=0.0025$, and the factor 2 in \eqref{branch} doubles this on a branch from the loop tip. Reversals inside the loop can add further differences, so 0.005 $\mu$C/cm$^2$ is the error for this sequence, not a bound for every drive. For the nested fields $2,-1.5,1.5,-1,1,-0.5,0.5,0$ kV/cm, the four falling branches have $d/2=1.75,1.25,0.75,0.25$, at kinks, and each adds 0.005, while the rising branches have $d/2=1.5,1.0,0.5$, at cell edges, and remove nothing; the error reaches 0.020 $\mu$C/cm$^2$, about 4\% of $P_{\max}$.

The initial memory matters too. After loading to 2 kV/cm and returning to zero field, the model retains $P=0.08$ $\mu$C/cm$^2$. The transformed memory correctly gives zero field there; virgin memory gives 0.474 kV/cm. A sweep to $P_{\max}$ erases the discrepancy, because it brings every inverse play to $P_{\max}-s_j$ in both cases.

Real ceramics depart from the model. Assume that the polarization at fixed field changes by 0.5\% per kelvin and by 2\% per decade of frequency. A 10 K change then shifts it by about 5\% of $P_{\max}$, and one decade of frequency by about 2\%. Both exceed the discretization error of about 1\% of $P_{\max}$ found for the drive sequence with one minor loop, so a fixed inverse needs correction for such changes if that accuracy is to be kept; with deeply nested reversals the four-play error of about 4\% is of the same size as these shifts. The drive is about one fifth of a rough coercive field of 10 kV/cm. If switching fields are assumed to be normally distributed about that value, and full switching to give 30 $\mu$C/cm$^2$, the neglected tail of full switching is 0.2\% of $P_{\max}$ for a spread of 2 kV/cm but 4.5\% for 2.5 kV/cm; with a coercive field of 8 kV/cm the same estimate gives 9\% and 53\%. Whether 2 kV/cm lies in the Rayleigh regime therefore depends strongly on the coercive field and its spread, which must be measured for a given ceramic. For an assumed resistivity of $10^{12}$ $\Omega\,$cm, the leakage charge over half a period at 1 Hz is about 0.1\% of $P_{\max}$; the vacuum displacement is smaller still. The field is 4\% of an assumed breakdown field of 50 kV/cm. A poled ceramic with an internal bias can have asymmetric loops, which the play model does not describe for any initial memory: once a cycle between two fixed fields repeats, each play traces a point-symmetric loop, so the memory can shift the loop but cannot make its branches differ in shape. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
random models 60, with a sign-opposed weight 53
max |formula - root finding| 2.8e-14 (dimensionless)
max play identity error 1.8e-15 (dimensionless)
max round-trip error 6.7e-15 (dimensionless)
w=[1.0, -1.5], r_1=1: inputs 1.80 and 0.60 both end at output 0.60
w=[1.0, -1.0], r_1=1: inputs 1.80 and 1.00 both end at output 1.00
w=[0.0, 1.0], r_1=1: inputs 0.80 and 0.00 both end at output 0.00
field amplitude 2.0 kV/cm, thickness 0.5 mm
Rayleigh coefficient 0.04 uC/cm2/(kV/cm)^2
relative susceptibility from w_0: 1694
j, r kV/cm, w and W uC/cm2/(kV/cm), s uC/cm2, v kV/cm/(uC/cm2)
0  0.00  0.150  0.150  0.0000  6.6667
1  0.25  0.040  0.190  0.0375  -1.4035
2  0.75  0.040  0.230  0.1325  -0.9153
3  1.25  0.040  0.270  0.2475  -0.6441
4  1.75  0.040  0.310  0.3825  -0.4779
polarization amplitude 0.4600 uC/cm2
turning points: P uC/cm2, E kV/cm, voltage V
  0.000  0.0000  0.00
  0.460  2.0000  100.00
  -0.460  -2.0000  -100.00
  0.460  2.0000  100.00
  0.100  0.0870  4.35
  0.300  1.2449  62.24
  0.100  0.0870  4.35
inverse plays q_0..q_4 at first P=0.10, uC/cm2: 0.1000 0.1375 0.2325 0.2125 0.0775
max P error, linear drive 0.0800 uC/cm2
max P error, inverse drive 1.7e-16 uC/cm2
max P error, inverse drive on 400-play plant 0.0050 uC/cm2
max loop deviation, 4 plays from Rayleigh 0.0050 uC/cm2
loop loss: 4 plays 0.4400, 400 plays 0.4267 mJ/cm3
remanent start P 0.0800 uC/cm2
field there: right memory 0.0000, virgin memory 0.4737 kV/cm
both fields after sweep to P_max, then 0.10: 2.0000, 0.0870 kV/cm
rough inputs: 0.5 %/K, 10 K, 2 %/decade, 1 Hz
rough inputs: coercive field 10 kV/cm, full remanence 30 uC/cm2
rough inputs: 1e+12 ohm cm, 3 J/(cm3 K), breakdown 50 kV/cm
neglected temperature change: 0.02300 uC/cm2 = 5.00 % of P_max
neglected one decade of frequency: 0.00920 uC/cm2 = 2.00 % of P_max
neglected switching tail, spread 2.0 kV/cm: 0.00095 uC/cm2 = 0.21 % of P_max
neglected switching tail, spread 2.5 kV/cm: 0.02061 uC/cm2 = 4.48 % of P_max
neglected leakage in half a period: 0.00050 uC/cm2 = 0.11 % of P_max
neglected vacuum displacement: 0.00018 uC/cm2 = 0.04 % of P_max
self-heating in 60 s without heat loss 0.0088 K
field / breakdown field 0.040
\end{verbatim}
